\section*{Half-core-hole binding energies and relaxation at nitrogen sites in oxynitrides, part 1}

(Sections cited here and not found follow in the second part.)

\section{Binding energy from a fractional core occupation}

\subsection{The decision}

A calculation of nitrogen 1s binding energies for an oxynitride can stop at three levels. One may read the 1s eigenvalue of the ground state. One may converge a second state with half an electron missing from the 1s orbital and read the eigenvalue there. Or one may converge the state with a full core hole and subtract total energies. The choice decides whether the response of the electrons to the hole is included, and whether a difference between two nitrogen sites can be assigned to the bonding before ionization or to that response.

The half-hole eigenvalue gives the binding energy with an error that begins at third order in the removed charge. By itself it gives a sum of contributions. To separate them one also needs the ground-state eigenvalue, and the separation in this simple form belongs to Hartree--Fock theory. With a semilocal density functional, a self-interaction term has to be removed first.

\subsection{The energy curve and its conventions}

Let $c$ denote the N 1s spin orbital of spin $\alpha$, and let $q$ be the fraction of an electron removed from it. Its occupation is
\begin{equation}
n_c=1-q,\qquad 0\le q\le 1 .
\end{equation}
All other occupations stay at their ground-state values. For each $q$ the orbitals are made self-consistent; call the resulting total energy $E(q)$ and the 1s eigenvalue $\varepsilon(q)$. The electron leaves to infinity with zero kinetic energy, so energies refer to the vacuum level. The nuclei do not move. The vertical binding energy is therefore
\begin{equation}
B=E(1)-E(0),
\end{equation}
a positive number, whereas $\varepsilon$ is negative.

A state with fractional $q$ is not a physical ion. It is a point on a smooth continuation of the mean-field energy expression between two integer occupations. The continuation used here inserts the occupations into the density matrices,
\begin{equation}
D^\sigma=\sum_i n_{i\sigma}\,|i\sigma\rangle\langle i\sigma| ,
\end{equation}
and evaluates the usual energy expression with them. Orbitals are real and orthonormal, and the basis is fixed. I assume that the 1s level stays separate from other levels and that the self-consistent solution changes smoothly with $q$.

\subsection{The slope of the curve is an eigenvalue}

In Hartree--Fock theory the electronic energy has a part linear in $D$ and a part quadratic in $D$. Suppressing the spin label inside the trace,
\begin{equation}
E=\mathrm{Tr}(hD)+\tfrac12\mathrm{Tr}(G[D]D)+E_{\rm nn}.
\end{equation}
Here $h$ contains kinetic energy and nuclear attraction, $E_{\rm nn}$ is the nuclear repulsion, and $G[D]$ is the Coulomb minus exchange matrix, which is linear in $D$. Since the electron interaction is symmetric in its two particles, $\mathrm{Tr}(G[A]B)=\mathrm{Tr}(G[B]A)$. The two terms from differentiating the quadratic part are equal and remove the factor $1/2$:
\begin{equation}
\frac{dE}{dq}=\mathrm{Tr}\left(F\frac{dD}{dq}\right),
\qquad F=h+G[D].
\end{equation}

The density matrix changes because occupations change and because orbitals change. Expand each orbital derivative in the orbitals of the same spin,
\begin{equation}
\frac{d|i\rangle}{dq}=\sum_j |j\rangle u_{ji}.
\end{equation}
Differentiating $\langle i|j\rangle=\delta_{ij}$ gives $u_{ji}+u_{ij}=0$, so $u_{ii}=0$. The trace then becomes
\begin{align}
\frac{dE}{dq}
&=\sum_i\frac{dn_i}{dq}F_{ii}
 +\sum_{ij}n_i\left(F_{ij}u_{ji}+u_{ji}F_{ji}\right) \\
&=\sum_i\frac{dn_i}{dq}\varepsilon_i
 +2\sum_i n_i\varepsilon_i u_{ii}.
\end{align}
The second line uses self-consistency: the orbitals are eigenvectors of $F$, hence $F_{ij}=\varepsilon_i\delta_{ij}$. The last sum vanishes because $u_{ii}=0$. The remaining occupation derivative is $dn_c/dq=-1$, which leaves
\begin{equation}
\frac{dE}{dq}=-\varepsilon(q).
\label{slope}
\end{equation}

The orbitals do relax as $q$ changes, but their relaxation does not contribute to the first derivative at that same $q$, since the energy is stationary against it. Its accumulated effect appears in the dependence of $\varepsilon$ on $q$. Integration gives
\begin{equation}
B=-\int_0^1\varepsilon(q)\,dq .
\label{integral}
\end{equation}
The ground-state eigenvalue samples this integrand at one end. The half-hole method samples it in the middle.

The same proof holds in Kohn--Sham theory with an explicit functional of the spin densities. In that case $F$ is the Kohn--Sham matrix, defined as the derivative of the energy with respect to $D$. The step $dE=\mathrm{Tr}(F\,dD)$ is then the definition of $F$ and does not need a quadratic energy.

\subsection{Why the midpoint gains an order}

Put $t=1/2$ and expand both end energies about $q=1/2$, where all unlabelled derivatives are taken:
\begin{align}
E(1)&=E+tE'+\frac{t^2}{2}E''+\frac{t^3}{6}E'''(\xi_+),\\
E(0)&=E-tE'+\frac{t^2}{2}E''-\frac{t^3}{6}E'''(\xi_-).
\end{align}
The points $\xi_+$ and $\xi_-$ lie in the upper and lower half of the interval. Subtraction removes $E$ and $E''$. With $2t=1$ and $t^3/6=1/48$,
\begin{equation}
B=E'(1/2)+\frac{E'''(\xi_+)+E'''(\xi_-)}{48}.
\end{equation}
If $E'''$ is continuous, the mean of its two values is taken somewhere between the two points. Calling that point $\xi$ and using Eq.~(\ref{slope}),
\begin{equation}
B=-\varepsilon(1/2)+\frac{E'''(\xi)}{24}.
\label{mid}
\end{equation}
This is the transition-state formula with its remainder. I write
\begin{equation}
B_{\rm h}=-\varepsilon(1/2)
\end{equation}
for the half-hole estimate. It reproduces $B$ for any energy curve that is quadratic in $q$. By contrast, an expansion from the ground state reads $B=-\varepsilon(0)+E''(0)/2+\ldots$, so the ground-state eigenvalue already misses the second-order term.

When the fifth derivative is negligible, the remainder may be evaluated at the midpoint. Since $E'''=-\varepsilon''$,
\begin{equation}
B-B_{\rm h}\simeq-\frac{\varepsilon''(1/2)}{24}.
\label{remainder}
\end{equation}
The second derivative can be estimated from eigenvalues at $q=1/4$, $1/2$ and $3/4$:
\begin{equation}
\varepsilon''(1/2)\simeq
16\left[\varepsilon(1/4)-2\varepsilon(1/2)+\varepsilon(3/4)\right].
\end{equation}
The curvature of the eigenvalue is thus a diagnostic for the half-hole method, at the cost of two further self-consistent states; where the full-hole state converges, a direct comparison with it needs only one. If the eigenvalue is a straight line in $q$, the midpoint is sufficient; if it bends, the bend measures the leading error, and it underestimates the total when the bending is concentrated near an end of the interval.

\subsection{The initial-state term in Hartree--Fock theory}

To see what an unrelaxed ionization costs, keep the ground-state orbitals and change only $n_c$. In terms of occupations, the Hartree--Fock energy is
\begin{equation}
E=\sum_i n_i h_{ii}
+\frac12\sum_{ij}n_in_j(J_{ij}-K_{ij})+E_{\rm nn}.
\end{equation}
The Coulomb integral is $J_{ij}=(ii|jj)$. The exchange integral is $K_{ij}=(ij|ij)$ for equal spins and zero for opposite spins. The notation $(ij|kl)$ puts the product $ij$ at one electron and $kl$ at the other.

Collect the terms that contain $n_c$. Each pair with $j\ne c$ occurs twice in the double sum, which cancels the factor $1/2$:
\begin{equation}
n_c\left[h_{cc}+\sum_{j\ne c}n_j(J_{cj}-K_{cj})\right]
+\frac12n_c^2(J_{cc}-K_{cc}).
\end{equation}
The quadratic term vanishes because both integrals equal $(cc|cc)$. The bracket is $\varepsilon(0)$; including $j=c$ in its sum would add zero. Replacing $n_c=1$ by $1-q$ gives the frozen-orbital energy
\begin{equation}
E_{\rm fr}(q)=E(0)-q\,\varepsilon(0).
\label{frozen}
\end{equation}
At $q=1$ the cost is
\begin{equation}
I=E_{\rm fr}(1)-E(0)=-\varepsilon(0).
\end{equation}
This is the initial-state term. It depends on the ground-state orbitals, including their polarization by the chemical bonds, but contains no adjustment to the core hole.

\subsection{The relaxation term and its order}

Define the energy gained by relaxation at each $q$,
\begin{equation}
R(q)=E_{\rm fr}(q)-E(q).
\end{equation}
At $q=1$ this gives the separation
\begin{equation}
B=I-R(1).
\end{equation}
From Eqs.~(\ref{slope}) and (\ref{frozen}),
\begin{equation}
R'(q)=-\varepsilon(0)+\varepsilon(q).
\label{rprime}
\end{equation}
Both $R(0)$ and $R'(0)$ vanish, so the expansion begins quadratically:
\begin{equation}
R(q)=\frac a2q^2+\frac b6q^3+\frac d{24}q^4+\ldots .
\end{equation}
The half-hole estimate of relaxation is obtained by subtracting $B_{\rm h}$ from $I$:
\begin{equation}
R_{\rm h}=I-B_{\rm h}=\varepsilon(1/2)-\varepsilon(0)=R'(1/2).
\end{equation}
The two relaxation energies are therefore
\begin{align}
R(1)&=\frac a2+\frac b6+\frac d{24}+\ldots,\\
R_{\rm h}&=\frac a2+\frac b8+\frac d{48}+\ldots .
\end{align}
Their quadratic parts agree. The half-hole value also contains three quarters of the cubic part, since $(1/8)/(1/6)=3/4$. Thus $R_{\rm h}$ is correct through second order, but it is not equal to the second-order term $a/2$ alone.

The ground-state eigenvalue is needed for the separation in any case. It can also remove the cubic error if the second state is placed at $q=2/3$:
\begin{equation}
R(1)\simeq\frac34\left[\varepsilon(2/3)-\varepsilon(0)\right].
\label{twothirds}
\end{equation}
To verify this, insert $R'(2/3)=2a/3+2b/9+4d/81+\ldots$. Multiplication by $3/4$ gives $a/2+b/6+d/27$. The first two terms are those of $R(1)$, and the remaining quartic error is $d/24-d/27=d/216$. This formula uses as many self-consistent states as the half-hole separation. The numerical output below does not evaluate it.

\subsection{A check on ammonia}

Ammonia is small enough to examine the whole curve. The calculation uses nonrelativistic unrestricted Hartree--Fock theory, N--H lengths of 1.01~\AA\ and tetrahedral angles. The nitrogen basis consists of the uncontracted primitives of cc-pVDZ, so that the core can contract; hydrogen carries 6-31G. Three decimals are kept to follow small differences within this model, not as a claim about the measured molecule.

The ground-state eigenvalue gives $I=422.555$~eV. A separately evaluated frozen-hole energy gives the same printed value, as Eq.~(\ref{frozen}) requires. The half-hole and full-hole results are
\begin{equation}
B_{\rm h}=405.288~{\rm eV},\qquad B=405.160~{\rm eV}.
\end{equation}
A finite difference of total energies at $q=1/2$ gives 405.287~eV, in agreement with the slope theorem. Quadrature of the eigenvalue at five evenly spaced occupations gives 405.160~eV, in agreement with Eq.~(\ref{integral}).

The remainder is
\begin{equation}
B-B_{\rm h}=405.160-405.288=-0.128~{\rm eV}.
\end{equation}
The curvature estimate in Eq.~(\ref{remainder}) is also $-0.128$~eV. Relative to the full-hole relaxation energy,
\begin{equation}
R(1)=422.555-405.160=17.395~{\rm eV},
\end{equation}
this error is 0.7\%. The ground-state eigenvalue alone misses the whole 17.395~eV. For an absolute binding energy it is therefore no substitute for a half-hole calculation, even in a theory whose frozen-orbital energy is free of self-interaction. These values are not converged in the basis: with uncontracted cc-pVTZ on nitrogen and cc-pVDZ on hydrogen, $B$ falls by 0.20~eV, $R(1)$ rises by 0.25~eV, and the remainder becomes $-0.11$~eV.

\section{Response, density functionals and oxynitride sites}

\subsection{Quantities carried over}

The charge removed from the N 1s spin orbital $c$ is $q$; the relaxed energy is $E(q)$ and the 1s eigenvalue is $\varepsilon(q)$. They obey $E'=-\varepsilon$. The full-hole binding energy is $B=E(1)-E(0)$, and its half-hole estimate is $B_{\rm h}=-\varepsilon(1/2)$. In Hartree--Fock theory $I=-\varepsilon(0)$ is the initial-state term. The relaxation energy is $R=I-B$, with half-hole estimate $R_{\rm h}=\varepsilon(1/2)-\varepsilon(0)$. Both relaxation energies have the same second-order part $a/2$, where $a=\varepsilon'(0)$.

\subsection{What the second-order term describes}

The coefficient $a$ can be calculated from the ground state. Consider a closed-shell Hartree--Fock ground state. Let $i,j$ label occupied orbitals, $r,s$ empty orbitals, and $\sigma,\tau$ spins. Removing charge $q$ from $c$ without relaxation changes the occupied--empty Fock elements by $qf^\sigma_{ri}$, with
\begin{equation}
f^\sigma_{ri}=-(ri|cc)+\delta_{\sigma\alpha}(rc|ci).
\label{force}
\end{equation}
The first term is the loss of Coulomb repulsion from the core electron; the second is the loss of exchange with it. For $i=c$ and $\sigma=\alpha$ the two cancel. The ionized spin orbital thus feels no direct first-order force from its own missing charge. The other 1s electron and the valence electrons do.

Let an occupied orbital acquire an admixture $x^\sigma_{ri}$ of an empty orbital. To first order the density matrix changes by
\begin{equation}
\delta D^\sigma=\sum_{ri}x^\sigma_{ri}
\left(|r\rangle\langle i|+|i\rangle\langle r|\right).
\end{equation}
This density changes the Fock matrix in turn. The new occupied and empty orbitals must again be uncoupled, which requires
\begin{equation}
(\varepsilon_r-\varepsilon_i)x^\sigma_{ri}
+qf^\sigma_{ri}
+\sum_{\tau sj}W^{\sigma\tau}_{ri,sj}x^\tau_{sj}=0,
\end{equation}
where the two terms of $\delta D$ give
\begin{equation}
W^{\sigma\tau}_{ri,sj}=2(ri|sj)
-\delta_{\sigma\tau}\left[(rs|ij)+(rj|is)\right].
\end{equation}
Let $M$ be the matrix formed from the energy gaps on its diagonal plus $W$. Then $Mx=-qf$, or $x=-qM^{-1}f$.

Next follow the core eigenvalue. Its direct change is zero because the lost Coulomb and exchange self-terms cancel. The induced density changes it by
\begin{equation}
\delta\varepsilon=
\sum_{\tau sj}x^\tau_{sj}
\left[2(cc|sj)-2\delta_{\tau\alpha}(cs|jc)\right].
\end{equation}
Comparison with Eq.~(\ref{force}) shows that the bracket is $-2f^\tau_{sj}$. Hence
\begin{equation}
\delta\varepsilon=-2f^{\mathsf T}x
=2q\,f^{\mathsf T}M^{-1}f,
\end{equation}
and the coefficient of $q$ is
\begin{equation}
a=2f^{\mathsf T}M^{-1}f.
\end{equation}

Mixing between $c$ and another occupied orbital has not been forgotten. Its amplitude is of order $q$, but the two occupations also differ only by $q$, so the density changes at order $q^2$. This affects the eigenvalue at second order and the energy at third order.

If the ground state is a strict minimum against these orbital rotations, $M$ is positive definite and $a>0$ for nonzero $f$. The 1s eigenvalue then rises towards zero as the hole begins to develop, so $-\varepsilon(q)$ falls below its ground-state value. The energy $a/2$ is that of a linear polarizable system: the hole exerts a force proportional to $q$, the electrons respond in proportion to $q$, and half of the product is stored in the distortion.

For ammonia the response matrix gives $a=33.589$~eV, while a finite difference of the core eigenvalue near $q=0$ gives 33.588~eV. Thus $a/2=16.794$~eV, compared with $R_{\rm h}=17.267$~eV and $R=17.395$~eV. Linear response supplies 97\% of the full relaxation; the half-hole state adds most of the higher-order part.

In Hartree--Fock theory, the half-hole eigenvalue gives the binding energy with an error that begins at third order, and the ground-state eigenvalue separates the initial-state term from relaxation, most of which is linear response in ammonia. What remains is the self-interaction term of semilocal functionals, the shifts between nitrogen sites in oxynitride models, and the conditions for using the half hole.
